# Removing the exchange singularity from Brillouin-zone sums in insulators

A crystal has cell volume $\Omega$ and $N_{\rm occ}$ doubly occupied bands, separated by a gap from the empty ones. Its Bloch functions are known on a $\Gamma$-centred mesh of $N_k=N^3$ points. The task is to obtain the exchange levels of the infinite crystal from this mesh. Hartree atomic units are used; the main results are converted to eV.

## (a) Write the exchange level as a Brillouin-zone average

**Question.** Expand the pair densities in plane waves. Where does the resulting sum fail on a mesh?

**Solution.** Let $\psi_{n\mathbf k}=N_k^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u$ normalised in one cell and $\psi$ in the periodic supercell of volume $V=N_k\Omega$. Exchange couples equal spins only, so the diagonal element of the Fock operator is

$$X_{n\mathbf k}=-\sum_{m\mathbf k'}^{\rm occ}\iint\frac{\psi^*_{n\mathbf k}(\mathbf r)\psi_{m\mathbf k'}(\mathbf r)\,\psi^*_{m\mathbf k'}(\mathbf r')\psi_{n\mathbf k}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Put $\mathbf q=\mathbf k'-\mathbf k$ and $\mathbf K=\mathbf q+\mathbf G$. Since $u^*_{n\mathbf k}u_{m,\mathbf k+\mathbf q}$ is lattice periodic,

$$\psi^*_{n\mathbf k}\psi_{m\mathbf k'}=\frac1V\sum_{\mathbf G}M_{nm}(\mathbf K)e^{i\mathbf K\cdot\mathbf r},\qquad M_{nm}(\mathbf K)=\int_{\rm cell}u^*_{n\mathbf k}u_{m,\mathbf k+\mathbf q}e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

The Coulomb integral multiplies each plane wave by $4\pi/K^2$. The remaining integral over $\mathbf r$ gives $V$ for equal $\mathbf K$ and zero otherwise. The factors $V^{-2}V=1/(N_k\Omega)$ leave

$$X_{n\mathbf k}=-\frac{4\pi}{\Omega}\,\frac1{N_k}\sum_{\mathbf q}S(\mathbf q),\qquad S(\mathbf q)=\sum_m^{\rm occ}\sum_{\mathbf G}\frac{|M_{nm}(\mathbf K)|^2}{K^2}.$$

For the infinite crystal the mesh mean becomes the zone average $\langle S\rangle$. The exchange energy per cell has a factor $\tfrac12$ for double counting and a factor 2 for spin, so $E_x=N_k^{-1}\sum_{\mathbf k}\sum_n^{\rm occ}X_{n\mathbf k}$.

At $\mathbf q=0$ orthonormality gives $M_{nm}(0)=\delta_{nm}$. Hence $S\to w/q^2$, with $w=1$ if $n$ is occupied and $w=0$ if it is empty. For the energy, after the sum over $n$, $w=N_{\rm occ}$. The singularity is integrable, because $d^3q$ supplies a factor $q^2$, but the mesh contains the point where $S$ is infinite. Omitting the single term $\mathbf K=0$ defines the *plain* value $X_{\rm plain}$.

## (b) Subtract a function with a known average

**Question.** Use $F(\mathbf q)=\sum_{\mathbf G}e^{-\alpha K^2}/K^2$ to remove the singularity, and find its zone average.

**Solution.** $F$ is lattice periodic and behaves as $1/q^2$ near the origin. Adding and subtracting it gives the identity

$$\langle S\rangle=\langle S-wF\rangle+w\langle F\rangle .$$

In $\langle F\rangle$ the zone integral and the sum over $\mathbf G$ together cover all reciprocal space once:

$$\langle F\rangle=\frac{\Omega}{(2\pi)^3}\int\frac{e^{-\alpha K^2}}{K^2}d^3K=\frac{\Omega}{2\pi^2}\int_0^\infty e^{-\alpha K^2}dK=\frac{\Omega}{4\pi^2}\sqrt{\frac{\pi}{\alpha}} .$$

The mesh now has to handle only $S-wF$, whose value at $\mathbf q=0$ is still needed.

## (c) Find the remainder at the origin

**Question.** Is $S-wF$ smooth at $\mathbf q=0$? Derive a working formula.

**Solution.** Expanding the exponential in the $\mathbf G=0$ term,

$$F=\frac1{q^2}-\alpha+\sum_{\mathbf G\ne0}\frac{e^{-\alpha G^2}}{G^2}+\dots$$

For $S$, the $\mathbf G=0$ overlaps are needed to second order. Let $n$ be occupied. The functions $u_{m,\mathbf k+\mathbf q}$ of all bands are complete, so

$$\sum_m^{\rm occ}|M_{nm}(\mathbf q)|^2=1-\sum_c^{\rm empty}|\langle u_{n\mathbf k}|u_{c,\mathbf k+\mathbf q}\rangle|^2 .$$

For a local potential, $H_{\mathbf k+\mathbf q}=H_{\mathbf k}+\mathbf q\cdot(\mathbf p+\mathbf k)+q^2/2$. The terms proportional to the unit operator do not mix bands. First-order perturbation theory therefore gives

$$\langle u_{n\mathbf k}|u_{c,\mathbf k+\mathbf q}\rangle=-\frac{\mathbf q\cdot\langle n|\mathbf p|c\rangle}{E_n-E_c},$$

up to a rotation among degenerate empty states, which the sum over $c$ removes. Thus

$$\sum_m^{\rm occ}|M_{nm}(\mathbf q)|^2=1-\sum_{ij}q_iq_jg_{ij}+\dots,\qquad g_{ij}={\rm Re}\sum_c\frac{\langle n|p_i|c\rangle\langle c|p_j|n\rangle}{(E_c-E_n)^2}.$$

Cubic terms, if present, change sign with $\mathbf q$ and cancel between opposite mesh points. If $n$ is empty, the sum over occupied $m$ starts directly with $+\sum q_iq_jg_{ij}$, and $g$ contains the occupied states as partners.

With $\hat{\mathbf q}=\mathbf q/q$, the limit for occupied $n$ is

$$S-F\to-\sum_{ij}\hat q_i\hat q_jg_{ij}+\alpha+\sum_{\mathbf G\ne0}\frac{\sum_m|M_{nm}(\mathbf G)|^2-e^{-\alpha G^2}}{G^2}.$$

It is finite but depends on the direction of approach, so the remainder is bounded and in general not smooth. In the silicon model of part (f), at $\mathbf k=(\tfrac12,0,0)2\pi/a$, the sum of $g$ over the four occupied bands has $g_{xx}=2.7$ and $g_{yy}=26.4$ bohr². The limits along $x$ and $y$ there differ by almost 24 bohr².

A mesh has one value to assign to the origin. The natural choice is the angular mean, $\overline{\hat q_i\hat q_j}=\delta_{ij}/3$, which replaces the first term by $-{\rm tr}\,g/3$. Collecting everything, with the prefactor $-4\pi/\Omega$ reversing each sign,

$$X=X_{\rm plain}+w\,v_N\pm\frac{4\pi}{\Omega}\frac{{\rm tr}\,g}{3N_k},$$

$$v_N=\frac{4\pi}{\Omega}\left[\frac1{N_k}\left(\sum_{\mathbf K\ne0}\frac{e^{-\alpha K^2}}{K^2}-\alpha\right)-\langle F\rangle\right],$$

with the upper sign for occupied and the lower for empty $n$. Here $\mathbf K$ runs over all $\mathbf q+\mathbf G$, the reciprocal lattice of the supercell. For the energy, $w=N_{\rm occ}$, the upper sign holds, and $g$ is summed over occupied bands and averaged over $\mathbf k$. Below, *subtracted* means $X_{\rm plain}+wv_N$, and *full* includes the last term.

The expansion needs a gap, which makes the occupied space vary smoothly with $\mathbf k$. In a metal the occupations jump at the Fermi surface, and the formula for $g$ does not apply.

## (d) Give the correction a meaning in real space

**Question.** How does $v_N$ depend on $\alpha$ and on $N$?

**Solution.** Since $(4\pi/\Omega)\langle F\rangle=1/\sqrt{\pi\alpha}$, differentiation gives

$$\frac{dv_N}{d\alpha}=-\frac{4\pi}{V}\Big(\sum_{\mathbf K\ne0}e^{-\alpha K^2}+1\Big)+\frac1{2\sqrt\pi\,\alpha^{3/2}} .$$

The 1, which comes from the finite term $-\alpha$, completes the sum to all $\mathbf K$. Poisson summation over the supercell translations $\mathbf R$ reads

$$\frac1V\sum_{\mathbf K}e^{-\alpha K^2}=\frac1{(4\pi\alpha)^{3/2}}\sum_{\mathbf R}e^{-R^2/4\alpha}.$$

As $4\pi(4\pi\alpha)^{-3/2}=1/(2\sqrt\pi\alpha^{3/2})$, the term $\mathbf R=0$ cancels the last term of the derivative. The others are minus the derivatives of ${\rm erfc}(R/2\sqrt\alpha)/R$. Integration gives

$$v_N=v_{\rm M}-\sum_{\mathbf R\neq0}\frac{{\rm erfc}(R/2\sqrt\alpha)}R ,$$

with $v_{\rm M}$ independent of $\alpha$. Solved for $v_{\rm M}$, this is the Ewald expression for the potential at a unit point charge due to its periodic images and a neutralising background. The reciprocal sum describes Gaussian charges, $1/\sqrt{\pi\alpha}$ removes the charge's own Gaussian, and the erfc terms turn the images into points. The term $-4\pi\alpha/V$ sets the mean potential to zero, because $\int{\rm erfc}(r/2\sqrt\alpha)\,r^{-1}d^3r=4\pi\alpha$.

The subtraction is therefore equivalent to correcting for the images of a point charge, provided $2\sqrt\alpha$ is well below the shortest $R$. All lengths in $v_{\rm M}$ scale with $N$, so $v_{\rm M}\propto1/N$. For the fcc lattice with cubic constant $a$, the reciprocal sum gives

$$v_{\rm M}=-\frac{4.585}{Na}.$$

This is why the plain sum for an occupied state converges only as $N_k^{-1/3}$.

The choice $\alpha=(a/2\pi)^2$ is already safe at $N=2$: there $R_{\min}=\sqrt2\,a$ and $R_{\min}/2\sqrt\alpha=\sqrt2\,\pi=4.4$. With $\alpha$ sixteen times larger the argument falls to 1.1. For $a=10.26$ bohr, $v_2$ is then wrong by $-3.0$ eV, against a correct value of $-6.1$ eV. The Gaussian has become too narrow in $\mathbf q$ for the mesh to resolve.

## (e) Determine the error that remains

**Question.** How fast does the full formula converge? Try it on a case with a known answer, and on another auxiliary function.

**Solution.** By Poisson summation, the mesh error of a function with zero average is the sum of its Fourier transform over $\mathbf R\ne0$. A singular term homogeneous of degree $s$ in $\mathbf q$ has a transform of degree $-3-s$ at large $R$. As $R\propto N$, its error is of order $N^{-3-s}$. Polynomials are smooth and give no such tail.

In the remainder, the $s=0$ term $\hat q_i\hat q_jg_{ij}$ splits into its angular mean, already restored, and a part of angular momentum $l=2$. The lattice sum of the latter vanishes by cubic symmetry. The next even term is a quartic form divided by $q^2$. Its $l=0$ and $l=2$ parts are polynomials, while its $l=4$ part is singular with $s=2$. The leading error is then $N^{-5}=N_k^{-5/3}$. In a lattice of lower symmetry the $l=2$ part can leave an error of order $N^{-3}$.

Two functions with zero integral confirm these powers. The sum over $\mathbf K\ne0$, divided by $N^3$, of $(K_x^4+K_y^4+K_z^4-\tfrac35K^4)e^{-K^2}/K^2$ on the fcc reciprocal lattice falls with exponent 5.00 between $N=4$ and 8. That of $(K_z^2-\tfrac12K_x^2-\tfrac12K_y^2)e^{-K^2}/K^2$, with the lattice stretched by 1.3 along $z$, falls with exponent 3.00.

**A solvable case.** Place one doubly occupied orbital $e^{-r}/\sqrt\pi$ on each fcc site and neglect overlap. Then $M(\mathbf K)=(1+K^2/4)^{-2}$. Unfolding the zone as in (b),

$$X=-\frac2\pi\int_0^\infty\frac{dK}{(1+K^2/4)^4}=-\frac4\pi\cdot\frac{5\pi}{32}=-\frac58 .$$

Since $|M|^2=1-K^2+\dots$, here ${\rm tr}\,g/3=1$. For $a=10.261$ bohr, $\Omega=a^3/4=270.1$ bohr³ and $4\pi/\Omega=0.04652$. At $N=2$ the plain value is $-0.40741$ and the subtracted value $-0.63082$ hartree. The last term adds $0.04652/8=0.00582$, giving $-0.62500$ hartree. The $1/N_k$ error of the subtracted value is thus the missing limit at the origin.

**Another auxiliary function.** For the fcc lattice one may use

$$F_c=\frac{a^2/4}{3-\cos x\cos y-\cos y\cos z-\cos z\cos x},\qquad (x,y,z)=\tfrac a2\mathbf q .$$

The denominator starts as $x^2+y^2+z^2=a^2q^2/4$, so $F_c\to1/q^2$. In its average, $\pi^{-1}\int_0^\pi dx/(A-B\cos x)=(A^2-B^2)^{-1/2}$, with $A=3-\cos y\cos z$ and $B=\cos y+\cos z$. Hence

$$\langle F_c\rangle=\frac{a^2}4\,\frac1{\pi^2}\int_0^\pi\!\!\int_0^\pi\frac{dy\,dz}{\sqrt{A^2-B^2}}=\frac{a^2}{4}\times0.44822 .$$

The integrand is unchanged by $(y,z)\to(\pi-y,\pi-z)$, so the triangle $y+z<\pi$ counts twice. There $y=u(1-t)$, $z=ut$ has Jacobian $u$, which removes the singularity, and Gauss–Legendre quadrature gives the number.

Expanding one order further, with $\rho^2=x^2+y^2+z^2$,

$$F_c=\frac1{q^2}+\frac{a^2}4\left[\frac18-\frac{x^4+y^4+z^4}{24\rho^4}\right]+\dots$$

The bracket has angular mean $\tfrac18-\tfrac1{40}=\tfrac1{10}$ and an $l=4$ part of degree zero, which cubic symmetry does not remove. Even with the mean restored, $F_c$ can leave an error of order $1/N_k$. The Gaussian function has no such angular term.

## (f) Apply the formula to a model of silicon

**Question.** What mesh does the exchange part of the direct gap require?

**Solution.** The model has $a=0.543$ nm and a local potential with Fourier components $V_{|\mathbf G|^2}\cos(\mathbf G\cdot\boldsymbol\tau)$, where $\boldsymbol\tau=(a/8)(1,1,1)$. For $|\mathbf G|^2=3,8,11$ in units of $(2\pi/a)^2$, $V=-0.21,\,0.04,\,0.08$ Ry, rough values typical of silicon. The Hamiltonian is diagonalised in plane waves with kinetic energy up to 104 eV. Exchange is evaluated with these fixed orbitals for the threefold valence top and the lowest conduction triplet at $\Gamma$, each averaged over its three states.

The averaged traces of $g$ are 58.21 bohr² for the valence top and 35.91 bohr² for the conduction triplet. At $N=8$,

$$v_8=-\frac{4.585}{8\times10.26}=-0.0559\ \text{hartree}=-1.520\ \text{eV},$$

$$\frac{4\pi}\Omega\frac{{\rm tr}\,g}{3N_k}=\frac{0.04652\times58.21}{3\times512}=0.00176\ \text{hartree}=0.048\ \text{eV}.$$

The valence level goes from $-11.412$ to $-12.932$ and then to $-12.884$ eV. For the conduction triplet $w=0$, and the last term is $-0.030$ eV. The levels in eV are:

| $N$ | valence, plain | subtracted | full | conduction, plain | full |
|---:|---:|---:|---:|---:|---:|
| 2 | −8.621 | −14.700 | −11.629 | −4.689 | −6.584 |
| 4 | −10.284 | −13.324 | −12.940 | −5.343 | −5.580 |
| 8 | −11.412 | −12.932 | −12.884 | −5.522 | −5.552 |
| 12 | −11.875 | −12.888 | −12.874 | −5.546 | −5.555 |
| 16 | −12.118 | −12.878 | −12.872 | −5.552 | −5.556 |

Relative to the full value at $N=16$, the valence errors at $N=8$ are 1.46, 0.060 and 0.012 eV in magnitude. At $N=2$ the last term overshoots. The shortest mesh vector is $q=\sqrt3\,\pi/a=0.53$ bohr⁻¹, so $q^2\,{\rm tr}\,g/3=5.5$, and a second-order expansion cannot describe the overlap there. This estimate of the lost overlap exceeds 1, while the actual loss is 0.41. The measure is only a rough guide: at $N=4$ it is still 1.4, yet the last term cuts the valence error from 0.45 to 0.07 eV, and at $N=8$ it is 0.34 against an actual loss of 0.16.

The full valence values change by 0.010 eV from $N=8$ to 12 and by 0.002 eV from 12 to 16, a ratio of about 5. An $N^{-5}$ law would give 8.6. The ratio is sensitive to the plane-wave limit: raised to 185 eV, it gives full values of $-12.931$, $-12.921$ and $-12.920$ eV at $N=8$, 12 and 16, and a ratio of 8.4. At the 104 eV limit, changes of a meV or two should not be interpreted further.

A hybrid functional with one quarter of unscreened exchange inherits one quarter of the error in the level difference. With the orbitals held fixed, and the full $N=16$ result as reference, the direct-gap errors are:

- at $N=4$: $-0.59$ eV plain, $+0.17$ eV subtracted, $+0.01$ eV full;
- at $N=8$: $-0.36$ eV plain, $+0.02$ eV subtracted, $+0.004$ eV full.

The plain gap is too small because omitting the origin raises the occupied level much more than the empty one: at $N=4$ the plain levels lie 2.59 and 0.21 eV above the reference. In the subtracted entries the conduction level keeps its plain value, since $w=0$. For a target of 0.05 eV in the quarter-exchange gap of this model, $N=8$ suffices after subtraction and $N=4$ with the full formula.

The valence exchange energy per cell also needs a mean over $\mathbf k$. From $N=4$ to 5 the plain value moves from $-46.18$ to $-48.35$ eV, the subtracted one from $-58.34$ to $-58.08$ eV, and the full one from $-58.05$ to $-57.95$ eV. The full value had moved by only 0.01 eV from $N=3$ to 4, so that small step was not a sign of convergence. At $N=5$ this energy is not settled to better than about 0.1 eV.

**Comparison with real silicon.** The model's indirect gap is 0.83 eV, against roughly 1.1 eV in the real crystal; its direct gap at $\Gamma$ is 3.42 eV. The exchange part of the direct gap, 7.3 eV, is not a gap correction, because the fitted potential already represents exchange and correlation. One assumption strongly broken in the material is the bare interaction. Each electron has polarisability $2\sum|\langle c|x|v\rangle|^2/(E_c-E_v)$. Summed over both spins and averaged over a $12^3$ mesh, without local fields, this gives a dielectric constant of 11.5 (11.4 on finer meshes). Dividing the whole 7.3 eV by it would leave 0.6 eV, but this is too low to serve as an estimate of the screened difference: the constant holds only at long wavelength, and the short-wavelength parts of the pair densities are screened much less. At $N=8$, raising all form factors by 5 % shifts the 7.3 eV by 0.31 eV, and a plane-wave limit 1.6 times higher shifts it by 0.05 eV. Thermal excitation without doping at 300 K enters through $e^{-E_g/2k_BT}$, which is about $10^{-7}$ for the model's indirect gap and smaller still for the larger real gap, so it is negligible here. Heavy doping creates partly filled bands, and the insulating formula then no longer applies as it stands. The core electrons and self-consistency of the orbitals are also left out, and their effect was not computed.
